# Spin Levels and Mixing Angle of a Phosphorus Donor in Silicon

A neutral phosphorus donor in silicon carries one bound electron of spin $S=1/2$ around a nucleus of spin $I=1/2$. The spin operators $\mathbf S$ and $\mathbf I$ are dimensionless, with eigenvalues $\pm1/2$ along any axis. All energies are divided by Planck's constant $h$ and given in MHz. The magnetic field has magnitude $B\ge 0$ and points along $z$. A product state is written with two letters, the electron spin first and the nuclear spin second: $|ud\rangle$ has the electron up and the nucleus down.

The electron's magnetic moment is antiparallel to its spin, $\boldsymbol\mu_e=-h\gamma_e\mathbf S$, with $\gamma_e=g\mu_B/h>0$, where $g$ is the electron $g$ factor and $\mu_B$ the Bohr magneton. The phosphorus moment is parallel to its spin, $\boldsymbol\mu_n=+h\gamma_n\mathbf I$ with $\gamma_n>0$. A moment has energy $-\boldsymbol\mu\cdot\mathbf B$, so the two Zeeman terms have opposite signs:

$$H=\gamma_eB\,S_z-\gamma_nB\,I_z+A\,\mathbf S\cdot\mathbf I .$$

The last term is the contact hyperfine coupling, with $A>0$. It is a scalar because an undistorted substitutional site has tetrahedral symmetry, which allows no preferred axis in the coupling. The model assumes further that the electron stays in its orbital ground state and that no other spin is near enough to matter. Two combinations recur:

$$\gamma_\pm=\gamma_e\pm\gamma_n,\qquad X=\gamma_+B .$$

To find which states the hyperfine term connects, introduce $S_\pm=S_x\pm iS_y$ and $I_\pm=I_x\pm iI_y$. Multiplying out,

$$S_+I_-=S_xI_x+S_yI_y+i(S_yI_x-S_xI_y),$$

and $S_-I_+$ is the same with the sign of $i$ reversed. The imaginary parts cancel in the sum, so

$$\mathbf S\cdot\mathbf I=S_zI_z+\tfrac12(S_+I_-+S_-I_+).$$

Each term in the bracket raises one spin and lowers the other. The sum $M=S_z+I_z$ is therefore conserved, and the four-dimensional problem separates into $|uu\rangle$ with $M=1$, $|dd\rangle$ with $M=-1$, and the pair $|ud\rangle,|du\rangle$ with $M=0$.

The two outer states have no partner and are already eigenstates. In both of them $S_zI_z=1/4$ and the flip-flop terms give zero, because one of the spins cannot be raised or lowered further. The electron and nuclear Zeeman energies enter with opposite signs:

$$E_{uu}=\frac A4+\frac{\gamma_-B}{2},\qquad E_{dd}=\frac A4-\frac{\gamma_-B}{2}.$$

In the middle pair $S_zI_z=-1/4$. For $|ud\rangle$ the Zeeman energy is $\gamma_eB/2-\gamma_nB(-1/2)=X/2$, and for $|du\rangle$ it is $-X/2$. This is where the two Zeeman frequencies add: the moments of $|ud\rangle$ both point against the field, and those of $|du\rangle$ both point along it. Since $S_-I_+|ud\rangle=|du\rangle$, the off-diagonal element is $A/2$. In the order $|ud\rangle,|du\rangle$ the block is

$$H_0=-\frac A4+K,\qquad K=\frac12\begin{pmatrix}X&A\\A&-X\end{pmatrix}.$$

Squaring $K$ removes its off-diagonal elements, because $XA-AX=0$, and leaves

$$K^2=\frac{X^2+A^2}{4}=\frac{W^2}{4},\qquad W=\sqrt{X^2+A^2}.$$

The eigenvalues of $K$ can thus only be $\pm W/2$, and since its trace is zero, both occur. The remaining levels are

$$E_\pm=-\frac A4\pm\frac W2 .$$

For the eigenvectors, regard $X$ and $A$ as the legs of a right triangle with hypotenuse $W$:

$$X=W\cos\theta,\qquad A=W\sin\theta,\qquad \tan\theta=\frac{A}{(\gamma_e+\gamma_n)B}.$$

Let $K$ act on the column $(\cos\frac\theta2,\sin\frac\theta2)$. Apart from the factor $W/2$, its two rows give

$$\cos\theta\cos\tfrac\theta2+\sin\theta\sin\tfrac\theta2=\cos\tfrac\theta2,$$

$$\sin\theta\cos\tfrac\theta2-\cos\theta\sin\tfrac\theta2=\sin\tfrac\theta2,$$

by the formulas for the cosine and sine of the difference $\theta-\theta/2$. The column is reproduced, so it belongs to $+W/2$. The other eigenvector is orthogonal to it:

$$|+\rangle=\cos\tfrac\theta2|ud\rangle+\sin\tfrac\theta2|du\rangle,$$

$$|-\rangle=-\sin\tfrac\theta2|ud\rangle+\cos\tfrac\theta2|du\rangle .$$

The angle with the simple tangent is $\theta$, while the amplitudes contain half of it. The pair behaves as a spin one-half in a fictitious field with components $X$ along one axis and $A$ along another; $\theta$ is the tilt of that field.

The name "singlet-triplet mixing angle" needs care, because $\theta$ measures the departure from product states. The singlet and the $M=0$ triplet are

$$|S\rangle=\frac{|ud\rangle-|du\rangle}{\sqrt2},\qquad |T_0\rangle=\frac{|ud\rangle+|du\rangle}{\sqrt2}.$$

Acting on the singlet, $K$ gives the column $(X-A,\;A+X)/(2\sqrt2)$. Its overlap with $|T_0\rangle$ is $X/2$ and with $|S\rangle$ is $-A/2$. In the same way $\langle T_0|K|T_0\rangle=A/2$, so in the order $|T_0\rangle,|S\rangle$

$$K=\frac12\begin{pmatrix}A&X\\X&-A\end{pmatrix}.$$

The roles of $A$ and $X$ are exchanged. The hyperfine coupling separates singlet from triplet, and the field mixes them. An angle measured from the singlet-triplet pair has tangent $X/A$ and equals $\pi/2-\theta$. The singlet weight of $|+\rangle$ follows directly:

$$|\langle S|+\rangle|^2=\tfrac12\left(\cos\tfrac\theta2-\sin\tfrac\theta2\right)^2=\tfrac12(1-\sin\theta),$$

and that of $|-\rangle$ is the remainder, $\frac12(1+\sin\theta)$.

At $B=0$ we have $\theta=\pi/2$ and $W=A$. Then $E_{uu}=E_{dd}=E_+=A/4$ is a threefold triplet, and $E_-=-3A/4$ is the singlet. In the opposite limit $X\gg A$, $\theta\approx A/X$ is small and $|+\rangle$ and $|-\rangle$ approach $|ud\rangle$ and $|du\rangle$.

For numbers, take rough typical values for phosphorus in silicon: $g=2.00$, $\gamma_n=17.2$ MHz/T and $A=118$ MHz. This $g$ gives $\gamma_e=27992.5$ MHz/T. More digits are carried below than the inputs justify, so that differences between large levels can be followed. The zero-field triplet lies at $29.5$ MHz and the singlet at $-88.5$ MHz, a separation of $118$ MHz or $0.488$ µeV.

A field of 5 mT puts the donor in the region of strong mixing. The Zeeman frequencies are $139.962$ and $0.086$ MHz, with sum $X=140.048$ MHz, so

$$W=\sqrt{140.048^2+118^2}=183.133\ \text{MHz},$$

$$\tan\theta=\frac{118}{140.048}=0.8426,\qquad \theta=40.1^\circ .$$

The middle levels are $-29.5\pm91.566$, that is $62.07$ and $-121.07$ MHz. The outer ones are $29.5\pm69.938$, that is $99.44$ and $-40.44$ MHz. The lowest state still has singlet weight $0.822$, although the electron Zeeman frequency already exceeds $A$.

The mixing also shows in time. Suppose the state $|ud\rangle$ is prepared suddenly. Inverting the eigenvectors gives $|ud\rangle=\cos\frac\theta2|+\rangle-\sin\frac\theta2|-\rangle$. Each part acquires a phase $e^{-2\pi iEt}$. Apart from a common phase, the amplitude of $|du\rangle$ at time $t$ is

$$\sin\tfrac\theta2\cos\tfrac\theta2\left(e^{-i\pi Wt}-e^{i\pi Wt}\right)=-i\sin\theta\,\sin(\pi Wt),$$

and its squared magnitude is the transfer probability

$$P_{ud\to du}(t)=\sin^2\theta\,\sin^2(\pi Wt).$$

At 5 mT the largest transfer is $\sin^2\theta=0.415$, first reached after $1/(2W)=2.73$ ns. The preparation must be fast on that scale for the sudden assumption to hold.

A much larger field suppresses the mixing. At 1.5 T the Zeeman frequencies are $41988.7$ and $25.8$ MHz, their sum is $X=42014.5$ MHz, and $\tan\theta=0.00281$, or $\theta=0.161^\circ$. The minor product state has weight $\sin^2(\theta/2)=2.0\times10^{-6}$ in each mixed level. The four levels are

$$E_{uu}=21010.967,\qquad E_+=20977.850,$$

$$E_{dd}=-20951.967,\qquad E_-=-21036.850\ \text{MHz},$$

or $86.894$, $86.757$, $-86.650$ and $-87.001$ µeV in the same order.

Transitions that mainly flip the electron connect $uu$ with $-$ (nucleus up) and $+$ with $dd$ (nucleus down). Subtracting the level formulas,

$$E_{uu}-E_-=\frac A2+\frac{W+\gamma_-B}{2},$$

$$E_+-E_{dd}=-\frac A2+\frac{W+\gamma_-B}{2}.$$

Their difference is $A$ at every field within this Hamiltonian, not merely when $X\gg A$. At 1.5 T the lines lie at $42047.8$ and $41929.8$ MHz, 118 MHz apart. The electron line thus reveals the nuclear state, provided it is much narrower than $A$.

Transitions that mainly flip the nucleus have the signed intervals

$$E_{uu}-E_+=\frac A2-\frac{W-\gamma_-B}{2},$$

$$E_{dd}-E_-=\frac A2+\frac{W-\gamma_-B}{2},$$

whose sum is also $A$. For $X\gg A$, expand $W=X\sqrt{1+A^2/X^2}\approx X+A^2/(2X)$; the next term is of order $A^4/X^3$. Since $X-\gamma_-B=2\gamma_nB$,

$$\frac{W-\gamma_-B}{2}\approx\gamma_nB+\frac{A^2}{4X}.$$

The nucleus therefore sees the applied field plus or minus a hyperfine field, and the residual mixing adds a small shift. At 1.5 T the pieces are $A/2=59$, $\gamma_nB=25.8$ and $A^2/(4X)=0.083$ MHz. The lower interval is $59+25.8+0.083=84.883$ MHz, and the upper one is $59-25.8-0.083=33.117$ MHz.

The upper interval is zero at $B=0$, where $|uu\rangle$ and $|+\rangle$ both belong to the triplet. It first grows with field, but at high field it falls, as the expansion shows, and it vanishes again where $W=A+\gamma_-B$. Both sides are positive when $\gamma_e>\gamma_n$, so squaring introduces no false solution:

$$A^2+\gamma_+^2B^2=A^2+2A\gamma_-B+\gamma_-^2B^2 .$$

Cancel $A^2$, divide by $B\neq0$, and use $\gamma_+^2-\gamma_-^2=4\gamma_e\gamma_n$:

$$B_\times=\frac{A\gamma_-}{2\gamma_e\gamma_n}.$$

For the chosen parameters $B_\times=3.43$ T. Above this field $|+\rangle$ lies higher than $|uu\rangle$, and a label based on energy order would change its meaning there. The lower pair has no such crossing, because $W>\gamma_-B$ keeps its interval above $A/2$.

The tiny mixing at 1.5 T might seem irrelevant, but it changes how strongly an oscillating field drives the nucleus. A transverse field couples through $D=\gamma_eS_x-\gamma_nI_x$. Flipping one spin with $S_x$ or $I_x$ gives a factor $1/2$. In $|-\rangle$, the $|ud\rangle$ component reaches $|dd\rangle$ by an electron flip and the $|du\rangle$ component by a nuclear flip:

$$\langle dd|D|-\rangle=-\tfrac12\left(\gamma_e\sin\tfrac\theta2+\gamma_n\cos\tfrac\theta2\right).$$

For the upper pair the two routes have opposite signs:

$$\langle uu|D|+\rangle=\tfrac12\left(\gamma_e\sin\tfrac\theta2-\gamma_n\cos\tfrac\theta2\right).$$

A bare nucleus has an element of magnitude $\gamma_n/2$. Divided by it, the magnitudes of the two elements are

$$r_{\rm low}=\cos\tfrac\theta2+\frac{\gamma_e}{\gamma_n}\sin\tfrac\theta2,$$

$$r_{\rm up}=\left|\cos\tfrac\theta2-\frac{\gamma_e}{\gamma_n}\sin\tfrac\theta2\right|.$$

At 1.5 T the admixed amplitude is about $0.0014$, but $\gamma_e/\gamma_n$ is about $1630$. Their product is $2.285$, so $r_{\rm low}=3.285$ and $r_{\rm up}=1.285$. Dropping the mixing would give 1 for both. At 5 mT the factors are about 559 and 557, since the electron then supplies nearly all of the coupling.

The upper element vanishes when $\tan(\theta/2)=\gamma_n/\gamma_e$. The double-angle formula turns this into

$$\tan\theta=\frac{2\gamma_n/\gamma_e}{1-\gamma_n^2/\gamma_e^2}=\frac{2\gamma_e\gamma_n}{\gamma_+\gamma_-}.$$

Setting this equal to $A/(\gamma_+B)$ gives $B=B_\times$ again. The agreement has a simple cause. A weak static transverse field merely tilts the total field and changes its magnitude only in second order. With isotropic couplings the levels depend on that magnitude alone, so a transverse field cannot split the crossing in first order, and the matrix element between the degenerate states must vanish.

In a real implanted device the donor must first be made to fit the model: annealing has to place it on a lattice site and leave it electrically active, and it must hold its electron. An ionized donor has no hyperfine term, and its nuclear frequency is simply $\gamma_nB$, or 25.8 MHz at 1.5 T. The parameters used here are close to those of phosphorus in unstrained silicon, but strain and gate fields alter them, and silicon-29 nuclei add a small field at the electron. At a fixed 1.5 T, three rough perturbations show the scale. A silicon-29 field of 0.25 mT acting on the electron, a few times the root-mean-square value in natural silicon, moves the $uu$ to $-$ line by 7.0 MHz; a change of 0.001 in $g$ moves it by 21 MHz; and a 5% change in $A$ moves it by 3.0 MHz. The first two are about 6% and 18% of the 118 MHz splitting, so the absolute electron frequency must be measured for each device.

The lower nuclear interval responds differently. Its derivative with respect to the electron Zeeman frequency is $\frac12(X/W-1)\approx-A^2/(4X^2)$, about $-2\times10^{-6}$ at 1.5 T. The same silicon-29 field and $g$ shift therefore move it by only about $-14$ and $-41$ Hz. This counts their action through the electron and leaves out direct coupling between nuclei. The change in $A$ has no such protection: it enters as $A/2$ and moves the interval by 3.0 MHz.

Temperature decides which levels are occupied. At 0.1 K, $k_BT/h=2084$ MHz, where $k_B$ is Boltzmann's constant. This is far below the electron splitting and far above the nuclear one. In equilibrium the populations of $|-\rangle$ and $|dd\rangle$ are $0.510$ and $0.490$, while each upper level holds about $9\times10^{-10}$. Cooling to 0.1 K thus polarizes the electron and leaves the nucleus almost unpolarized. A rough orbital gap of 12 meV is about 1400 times $k_BT$, which supports the restriction to the orbital ground state.

The field also acts on the orbital motion. For a hydrogen-like envelope of radius 2 nm, the mean of $x^2+y^2$ is 8 nm². With the light transverse mass $m=0.19\,m_e$, where $m_e$ is the free-electron mass, the diamagnetic energy $e^2B^2\langle x^2+y^2\rangle/(8m)$ is 2.1 µeV at 1.5 T. It shifts all four levels together. Its ratio to the orbital gap is $1.7\times10^{-4}$. In the same hydrogen-like envelope the term mixes in higher $s$ states and raises the density at the nucleus, and hence $A$, by about $8\times10^{-5}$. This is much less than the 5% considered above, yet it moves the nuclear interval by 4 to 5 kHz, far more than the hertz-scale shifts that act through the electron Zeeman frequency.

A gate field can also pull the electron off the donor. For a binding energy $E_b=45$ meV and a field $F=0.005$ MV/cm, a triangular barrier is 90 nm wide. The tunnelling exponent is twice the integral of the decay constant across it,

$$2\int_0^{E_b/eF}\frac{\sqrt{2m(E_b-eFx)}}{\hbar}\,dx=\frac{4\sqrt{2m}\,E_b^{3/2}}{3\hbar eF}=56.8,$$

again with the light mass, which favours escape. Taking $E_b/h$ as the attempt rate gives an escape rate of order $10^{-12}$ per second. This is an underestimate, because the triangular barrier leaves out the attraction of the donor ion, which lowers the barrier. For a purely hydrogen-like donor with the same mass and binding energy, the rate is higher by a factor of a few thousand, but such a model needs a relative permittivity of 7.6 rather than the 11.7 of silicon. With the Coulomb tail screened by 11.7 and the extra binding supplied by a short-range core, the factor is closer to $10^2$. Doubling the field halves the exponent and raises the triangular estimate to a few per second, which is again too low, by roughly $10^2$ to $10^3$ depending on the model of the donor potential. The assumption of a bound electron therefore fails quickly as the gate field grows.

Neighbouring donors set a separate limit. Exchange between their electrons, dipolar coupling, or a nearby paramagnetic implantation defect adds spins to the Hamiltonian, and $M$ of the single donor need not then be conserved. The four-level result applies when those couplings are small compared with the splittings being resolved and their effects are slow on the time scale of the experiment.

Numbers in the example were calculated in double precision.
